# When an Adatom Splits States Off a Tight-Binding Chain

To find the charge on an atom adsorbed at a metal surface, one can integrate its density of states over the occupied energies of the metal band. The decision is whether that integral suffices, or whether discrete states outside the band must be added. For an adatom level at the centre of the band of a semi-infinite chain, the answer depends on one ratio. Discrete bonding and antibonding states exist if the adatom coupling exceeds $\sqrt2$ times the chain hopping, and otherwise they do not.

## Model and amplitude equations

The chain has sites $n=1,2,3,\dots$ with one orbital each, and the adatom has one orbital $a$. All orbitals are orthonormal and have the same site energy, taken as zero; this includes the end site $n=1$. Electrons are independent. With $t>0$ and $V>0$,

$$H=-V\big(|a\rangle\langle1|+|1\rangle\langle a|\big)-t\sum_{n\ge1}\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big).\tag{1}$$

For a state with amplitudes $c_a,c_1,c_2,\dots$, the equation $H\psi=E\psi$ reads

$$Ec_a=-Vc_1,\tag{2}$$
$$Ec_1=-Vc_a-tc_2,\tag{3}$$
$$Ec_n=-t(c_{n-1}+c_{n+1}),\qquad n\ge2.\tag{4}$$

A split-off state is a normalizable solution, $|c_a|^2+\sum_n|c_n|^2<\infty$. Since $H$ is Hermitian, $E$ is real.

## No normalizable state within the band

Inserting $c_n=\lambda^n$ in (4) and dividing by $\lambda^{n-1}$ gives

$$\lambda^2+\frac Et\lambda+1=0,\qquad E=-t\left(\lambda+\frac1\lambda\right).\tag{5}$$

For $|E|<2t$ the roots are $e^{\pm ik}$ with $E=-2t\cos k$ and $0<k<\pi$, so $c_n=Ae^{ikn}+Be^{-ikn}$ for all $n\ge1$. A normalizable state needs $c_n\to0$. The combination $c_{n+1}-e^{-ik}c_n=2i\sin k\,Ae^{ikn}$ must then also vanish at large $n$. Its modulus is the constant $2\sin k\,|A|$, so $A=0$. The same argument with $k\to-k$ gives $B=0$.

At $E=\mp2t$ the root is double, and $c_n=(A+Bn)(\pm1)^n$. This tends to zero only for $A=B=0$.

In both cases the whole chain amplitude vanishes. Equation (3) becomes $0=-Vc_a$, hence $c_a=0$, and no state is left. Normalizable states must therefore have $|E|>2t$.

## The two states outside the band

For $|E|>2t$ the roots of (5) are real and distinct, and their product is 1. One has modulus below 1 and the other above. Keeping the decaying one,

$$c_n=A\lambda^n,\qquad |\lambda|<1,\quad A\ne0.\tag{6}$$

Put this into (3). By (5), $E\lambda=-t\lambda^2-t$, so

$$-tA\lambda^2-tA=-Vc_a-tA\lambda^2\quad\Rightarrow\quad c_a=\frac{t}{V}A.\tag{7}$$

Equation (2) then gives $EtA/V=-VA\lambda$, or

$$E=-\frac{V^2}{t}\lambda.\tag{8}$$

Equating (8) with (5) and multiplying by $-t\lambda$ yields $V^2\lambda^2=t^2\lambda^2+t^2$, that is,

$$(V^2-t^2)\lambda^2=t^2.\tag{9}$$

There are three cases.

- If $V<t$, (9) makes $\lambda^2$ negative, but $\lambda$ must be real. There is no state.
- If $V=t$, (9) reads $0=t^2$. There is no state; the adatom merely lengthens the uniform chain by one site.
- If $V>t$, then $\lambda^2=t^2/(V^2-t^2)$. The condition $\lambda^2<1$ is $t^2<V^2-t^2$.

Hence split-off states exist if and only if

$$V>\sqrt2\,t.\tag{10}$$

Both signs of $\lambda$ are then allowed, and (8) gives one energy for each:

$$\lambda=\pm\frac{t}{\sqrt{V^2-t^2}},\qquad E=\mp\frac{V^2}{\sqrt{V^2-t^2}}.\tag{11}$$

For $\lambda>0$ the energy is below the band, and $c_a=tA/V$ has the same sign as $c_1=A\lambda$: this is the bonding state. For $\lambda<0$ the energy is above the band and the signs are opposite: this is the antibonding state.

The energy formula alone is no test of existence. From $V^4-4t^2(V^2-t^2)=(V^2-2t^2)^2\ge0$, it gives $|E|\ge2t$ for every $V>t$. For $t<V<\sqrt2t$ the corresponding solution grows into the chain and is not a state.

## Why the factor is root two

Consider an infinite uniform chain and one of its sites, $|0\rangle$. The even combinations $|n_+\rangle=(|n\rangle+|{-n}\rangle)/\sqrt2$ satisfy

$$H|0\rangle=-t\big(|1\rangle+|{-1}\rangle\big)=-\sqrt2\,t\,|1_+\rangle,\tag{12}$$

while successive $|n_+\rangle$ are linked by $-t$. The even half of an infinite chain is thus the present model with $V=\sqrt2t$. An adatom with that coupling has the same local surroundings, in this sense, as a site deep in a uniform chain, where nothing is split off. A stronger bond is needed to localize a state.

## Weight on the adatom and two limits

The chain part of the norm is a geometric series. Since $1-\lambda^2=(V^2-2t^2)/(V^2-t^2)$,

$$\sum_{n\ge1}\lambda^{2n}=\frac{\lambda^2}{1-\lambda^2}=\frac{t^2}{V^2-2t^2}.\tag{13}$$

Normalization with (7) requires

$$1=A^2t^2\left[\frac1{V^2}+\frac1{V^2-2t^2}\right]=A^2t^2\,\frac{2(V^2-t^2)}{V^2(V^2-2t^2)}.\tag{14}$$

The adatom weight $Z=c_a^2=t^2A^2/V^2$ of each split-off state is therefore

$$Z=\frac{V^2-2t^2}{2(V^2-t^2)}.\tag{15}$$

Let $v=V^2/t^2$ and $\delta=v-2$. Just above threshold, $|\lambda|=(1+\delta)^{-1/2}\approx1-\delta/2$. From (5),

$$|E|-2t=t\,\frac{(1-|\lambda|)^2}{|\lambda|}\approx\frac{t\delta^2}{4},\qquad Z\approx\frac\delta2.\tag{16}$$

The amplitude falls by a factor $e$ over about $2/\delta$ sites. A newly split-off state is thus close to the band, spread far into the chain and only slightly present on the adatom. For $t=1$ eV and $v=2.02$, diagonalizing a chain of 800 sites gives a gap of $9.80\times10^{-5}$ eV; (16) gives $1.00\times10^{-4}$ eV, which is 2% larger.

For $V\gg t$, expanding (11) and (15) gives $|E|\approx V+t^2/(2V)$ and $Z\approx\tfrac12(1-t^2/V^2)$. The adatom and site 1 then approach an isolated two-orbital molecule, with levels $\pm V$.

## A second proof, valid for finite chains

A calculation may replace the surface by a finite cluster. Let the chain have $N$ sites and Hamiltonian $H_c$. Its eigenvalues $-2t\cos[\pi j/(N+1)]$ lie above $-2t$, so $K=H_c+2t$ is positive definite. Write $x=c_a$, let $y$ be the vector of chain amplitudes, and let $e_1$ be the unit vector on site 1. With $w=y-VxK^{-1}e_1$, completing the square gives

$$\langle\psi|H+2t|\psi\rangle=2tx^2-2Vxy_1+y^TKy=w^TKw+x^2\big(2t-V^2[K^{-1}]_{11}\big).\tag{17}$$

The number of negative eigenvalues of a symmetric matrix equals the number of negative squares in such a form. One level therefore lies below $-2t$ when the last bracket is negative, and none when it is positive.

To find $[K^{-1}]_{11}$, solve $Ku=e_1$. Beyond site 1, $2u_n=u_{n-1}+u_{n+1}$ with $u_{N+1}=0$, so $u_n=C(N+1-n)$. The first row gives $t(2u_1-u_2)=tC(N+1)=1$. Thus

$$[K^{-1}]_{11}=u_1=\frac{N}{(N+1)t},\qquad V^2>2t^2\,\frac{N+1}{N}.\tag{18}$$

Changing the sign of every second orbital along the line turns $H$ into $-H$, so the same condition holds for a level above $2t$. As $N\to\infty$, (18) becomes (10). With $t=1$ eV, bisection on diagonalized chains puts the threshold at 1.41774 eV for $N=200$ and 1.41598 eV for $N=400$. Extrapolation linear in $1/N$ gives $2(1.41598)-1.41774=1.41422$ eV, against $\sqrt2\,t=1.41421$ eV.

## What remains inside the band

Let $G_a(E)$ be the adatom element of $(E-H)^{-1}$, and $g(E)$ the end-site element for the chain alone. The adatom column of $(E-H)G=1$ gives $EG_a+VG_{1a}=1$, and the chain rows give $G_{1a}=-VgG_a$. Hence $G_a=1/(E-V^2g)$. Removing the end site of the chain leaves an identical chain, so by the same argument $g=1/(E-t^2g)$, or $t^2g^2-Eg+1=0$. Inside the band the root with negative imaginary part is

$$g=\frac{E-ir}{2t^2},\qquad r=\sqrt{4t^2-E^2}.\tag{19}$$

Then $E-V^2g=E(1-v/2)+ivr/2$. Its squared modulus is

$$E^2\Big(1-v+\frac{v^2}4\Big)+\frac{v^2}{4}(4t^2-E^2)=v^2t^2+(1-v)E^2.\tag{20}$$

The adatom density of states per spin, $\rho=-\operatorname{Im}G_a/\pi$, is therefore

$$\rho(E)=\frac{v\sqrt{4t^2-E^2}}{2\pi[v^2t^2+(1-v)E^2]}.\tag{21}$$

The total weight of the adatom orbital is 1. For $v\le2$ it is all in the band. For $v>2$ the two discrete states take $2Z$, and (15) leaves

$$\int_{-2t}^{2t}\rho\,dE=1-\frac{v-2}{v-1}=\frac1{v-1}.\tag{22}$$

A density with two peaks is not yet evidence of split-off states. Put $u=E^2$ and set the derivative of $\ln\rho$ with respect to $u$ to zero:

$$v^2t^2-(v-1)u=2(v-1)(4t^2-u)\quad\Rightarrow\quad u=t^2\left[8-\frac{v^2}{v-1}\right].\tag{23}$$

For $1<v<2$ this is positive when $v^2-8v+8<0$, that is, when $v>4-2\sqrt2$, or $V>1.082\,t$. The derivative is positive below this $u$ and negative above it, so the points $E=\pm\sqrt u$ are maxima. By (2), $c_a$ and $c_1$ have equal signs at negative $E$ and opposite signs at positive $E$. Between $1.082\,t$ and $\sqrt2\,t$ there are thus bonding-like and antibonding-like resonances, but each belongs to a continuum of extended states.

## Example: a hydrogen atom near a metallic wall

Take a hydrogen atom approaching a metallic wall. Let $t=1$ eV, which gives a band 4 eV wide, and $V=2.5$ eV at a height of 0.10 nm. Then $V^2-t^2=5.25$ eV² and

$$|E|=\frac{6.25}{\sqrt{5.25}}=2.728\ \text{eV},\qquad Z=\frac{4.25}{2(5.25)}=0.405.$$

Each state is 0.728 eV outside the band. Their separation is 5.46 eV, compared with $2V=5$ eV for the isolated pair. The squared amplitude is multiplied by $1/5.25=0.190$ from one chain site to the next.

With the Fermi level at the band centre, symmetry gives half an electron per spin on the adatom. Integrating (21) over the occupied half of the band gives only $0.190/2=0.095$. The bonding state supplies the missing 0.405. This is the error made when the discrete state is left out.

At $V=1.2$ eV, with $t$ unchanged, $v=1.44$ and all the weight is in the band. Equation (23) puts the resonances at $\pm1.81$ eV, inside the edges at $\pm2$ eV.

Suppose that $V$ falls as $e^{-(z-z_0)/L}$ with $z_0=L=0.10$ nm, while $t$ and the level stay fixed. The split-off states are lost at

$$z_c=z_0+L\ln\frac{2.5}{\sqrt2}=0.157\ \text{nm}.$$

## Conditions that move the threshold

**Level off centre.** If the adatom level is $\varepsilon$, with $|\varepsilon|<2t$, the term $2tx^2$ in (17) becomes $(2t+\varepsilon)x^2$. For the upper edge, the same argument applied to $2t-H$ has $2t-\varepsilon$. The thresholds separate:

$$V^2>t(2t+\varepsilon)\ \text{(lower)},\qquad V^2>t(2t-\varepsilon)\ \text{(upper)}.\tag{24}$$

For $\varepsilon=-1$ eV they are 1.00 and 1.73 eV. At $V=2.5$ eV both states survive, at $-3.20$ and $2.39$ eV.

**Overlap.** Let the adatom orbital have a small overlap $s>0$ with site 1, with energies still measured from the band centre. The coupling element of $H-E$ times the overlap matrix is $-(V+Es)$. At the edges $E=\mp2t$, the effective coupling is $V\mp2ts$, so

$$V>\sqrt2\,t+2ts\ \text{(lower)},\qquad V>\sqrt2\,t-2ts\ \text{(upper)}.\tag{25}$$

With $s=0.2$ these are 1.81 and 1.01 eV. At $V=2.5$ eV the states are at $-2.34$ and $3.34$ eV. The gap below the band shrinks from 0.73 to 0.34 eV, while the gap above it grows from 0.73 to 1.34 eV, so overlap weakens the bonding state and pushes the antibonding state further out.

**A three-dimensional band.** For an adatom above one surface atom of a semi-infinite simple cubic crystal, (17) holds with the cubic edge energy $6t_c$ in place of $2t$ and the surface Green function at the edge, $G_s$, in place of $[K^{-1}]_{11}$. The threshold is $V^2=6t_c/G_s$. At a fixed wave vector parallel to the surface, the crystal is a chain with hopping $t_c$ whose site energy, measured from the lower band edge, is $Xt_c$. Removing its end site, as in the derivation of (19), shows that the end element $G$ of the inverse obeys $G=1/(Xt_c-t_c^2G)$. Averaging the smaller root, which belongs to the decaying solution, over the wave vector gives

$$G_s=\left\langle\frac{X-\sqrt{X^2-4}}{2t_c}\right\rangle,\quad X=6-2\cos k_x-2\cos k_y.\tag{26}$$

Keeping the band width at 4 eV requires $t_c=4/12=0.333$ eV. The threshold is then 1.78 eV, 26% above the chain value. The number $\sqrt2$ belongs to the chain, not to surfaces in general.

**Electron repulsion.** Take roughly 13 eV for the repulsion $U$ of two electrons on a free hydrogen atom. A charge $\pm e$ at height $z$ is lowered by $e^2/(16\pi\epsilon_0z)$ through its classical image. Both charged states gain this energy, so $U$ falls by $e^2/(8\pi\epsilon_0z)=7.2$ eV at 0.10 nm, leaving 5.8 eV. The classical image is only a crude guide so close to the surface.

In mean field at half filling, the level for one spin is $U(n'-\tfrac12)$, where $n'$ is the occupation by the other spin and the bare level is $-U/2$. The spin-balanced solution has $n'=\tfrac12$; its level stays centred and (10) is unchanged. If the occupations become $\tfrac12\pm m$, the levels move by $\mp Um$. Let $\chi$ be the loss of occupation per unit rise of the level. The imbalance sustains itself when $m=\chi Um$, that is, when $U=1/\chi$. Diagonalization of 801 chain sites plus the adatom, with the lowest 401 levels filled and the adatom level moved by $\pm0.001$ eV, gives $\chi=0.1165$ eV⁻¹ at $V=2.5$ eV. The instability is at 8.6 eV. The reduced repulsion lies below this value and the free-atom one above it, so the one-electron energies should not be read as a predicted spectrum. The comparison also changes with height. At $V=\sqrt2\,t$ the instability is already at 4.0 eV, while the same image estimate at $z_c=0.157$ nm leaves $U=8.4$ eV. In mean field the spin-balanced solution is then unstable and the levels do not stay centred. At $z_c$ the self-consistent imbalance is $m\approx0.44$, which puts the majority-spin level near $-3.7$ eV, below the band, so a discrete state remains there beyond $z_c$. The loss of both states at $z_c$ holds for independent electrons, and in mean field it requires $U$ below 4.0 eV.

**Comparison with a real wall.** Metal bands several eV wide and hydrogen couplings of a few eV are reasonable rough sizes, but the values here describe no particular metal. The centred level is also an assumption. For hydrogen, the midpoint between the ionization energy (13.6 eV) and the electron affinity (0.75 eV) is 7.2 eV below vacuum, and the image shifts of the two cancel in it. With a work function of 4 to 5.5 eV, this is roughly 2 to 3 eV below the Fermi level. A level that falls below the lower band edge gives a discrete state there for any $V$, so the height $z_c$ applies only while the level stays centred. A real wall breaks the single-chain assumption, and for the cubic model this raises the threshold by 0.37 eV. A state is discrete only if it lies outside every band to which the adatom couples. If the adatom of the example is also coupled by 1 eV to a second chain with edges at $\pm5$ eV, as a stand-in for a wide sp band, no level lies outside that band and the bonding state becomes a resonance near $-2.8$ eV. The assumed overlap raises the bonding threshold by 0.40 eV. The chosen 2.5 eV exceeds the threshold in each of these cases taken singly; their combination has not been treated. At 400 K the thermal energy is 0.034 eV, while the bonding state of the example lies 2.73 eV below the Fermi level. Thermal changes of its occupation are therefore a much smaller concern than overlap, band shape or repulsion.

## Calculated quantities

```
Chain hopping t: 1.00 eV
Band edges: -2.00 and 2.00 eV
Threshold, 200 chain sites: 1.41774 eV
Threshold, 400 chain sites: 1.41598 eV
Threshold, extrapolated: 1.41422 eV
Threshold, sqrt(2) t: 1.41421 eV
Near threshold, v = V^2/t^2: 2.02
Near threshold, gap from diagonalization: 9.804e-05 eV
Near threshold, gap from quadratic law: 1.000e-04 eV
Strong coupling V: 2.50 eV
Strong coupling, V^2/t^2: 6.25
Bonding energy: -2.7277 eV
Antibonding energy: 2.7277 eV
Formula for |E|: 2.7277 eV
Gap from each state to the band: 0.7277 eV
Bonding-antibonding splitting: 5.4554 eV
Adatom weight of each state: 0.4048
Adatom weight left in band: 0.1905
Squared-amplitude ratio per site: 0.1905
Weak coupling V: 1.20 eV
Weak coupling, V^2/t^2: 1.44
Weak coupling, adatom weight in band: 1.0000
Weak coupling, resonances by formula: +-1.813 eV
Weak coupling, resonances by recursion: +-1.810 eV
Coupling where two resonances begin: 1.0824 eV
Adsorption height: 0.100 nm
Decay length of coupling: 0.100 nm
Height where split-off states vanish: 0.1570 nm
Level offset: -1.00 eV
Offset, lower-state threshold: 1.0000 eV
Offset, upper-state threshold: 1.7321 eV
Offset, lower energy at strong V: -3.1967 eV
Offset, upper energy at strong V: 2.3872 eV
Overlap S: 0.20
Overlap, lower-state threshold: 1.8142 eV
Overlap, upper-state threshold: 1.0142 eV
Overlap, lower energy at strong V: -2.3350 eV
Overlap, upper energy at strong V: 3.3384 eV
Cubic crystal hopping, same band width: 0.3333 eV
Cubic crystal threshold: 1.7824 eV
Temperature: 400 K
Thermal energy: 0.0345 eV
Free-atom repulsion, rough input: 13.0 eV
Image-charge reduction: 7.20 eV
Reduced repulsion: 5.80 eV
Adatom response, integral: 0.1165 1/eV
Adatom response, finite chain: 0.1165 1/eV
Repulsion at mean-field spin instability: 8.59 eV
```
